**Finite-size energy error of the two-dimensional electron gas**

The program tests the leading error per electron, $E_\infty-E_N=C(\hbar/2)\sqrt{\pi e^2/(\varepsilon_0m)}\,n^{3/4}N^{-5/4}$, where $n$ is the density, $N$ the number of electrons in the periodic cell and $C$ a constant of the cell shape. It asserts that $C$ from the image sum agrees with damped reciprocal-lattice sums for three cells, and with a zeta-function form for the square. It asserts that the static structure factor in the random-phase approximation (RPA) lies between its moment bounds and approaches the $k^{3/2}$ law. It also asserts the plasmon zero-point energy per mode and the linear term that follows it. Finite-cell RPA energies, summed over the allowed wave vectors with the Madelung term, are compared with the infinite-area integral to test the power, the coefficient and the shape dependence. The output shows that the leading term exceeds the RPA total error by 24% at $N=100$ and by 4% at $N=100000$ in the square cell, while two terms stay within 2.4%. The response of the infinite gas is used in the cell, so shell effects and changes of the structure factor in the cell are not tested.

## Numerical verification

```python
"""
Leading finite-size energy error of the two-dimensional electron gas.

Result under test, per electron, for N electrons in a periodic cell of area A:
  E_inf - E_N = C (hbar/2) sqrt(pi e^2/(eps0 m)) n^(3/4) N^(-5/4)
  C = Gamma(5/4)/(pi^(3/2) |Gamma(-1/4)|) * sum over R != 0 of (sqrt(A)/|R|)^(5/2)
n: areal density; R: translation vectors of the cell; half of the error is
potential energy. S(k) is the static structure factor, S -> hbar k^2/(2 m w_p),
with the plasmon frequency w_p^2 = n e^2 k/(2 eps0 m).

The independent side uses the random-phase approximation (RPA) of the unpolarized
gas in Hartree atomic units: explicit sums over the wave vectors of the cell, with
the Madelung term, against the integral for infinite area. The response of the
infinite system is used in the cell, so shell effects are absent by construction.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.special import erfc, gamma

hbar, e, m, eps0 = const.hbar, const.e, const.m_e, const.epsilon_0
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
meV = 1e-3 * e
pi = np.pi

# ---------- lattices of unit cell area: vectors (x, 0) and (y, 1/x) ----------
# In two dimensions the reciprocal lattice (without 2 pi) is the same lattice
# turned by 90 degrees, so one list of lengths serves both.
x_hex = np.sqrt(2 / np.sqrt(3))
cells = {"square": (1.0, 0.0), "hexagonal": (x_hex, x_hex / 2),
         "rectangle 4:1": (2.0, 0.0)}


def lengths(shape, r_max):
    """Lengths of all nonzero lattice vectors up to r_max."""
    x, y = shape
    j_max = int(r_max * x) + 1
    i_max = int((r_max + abs(y) * j_max) / x) + 1
    i = np.arange(-i_max, i_max + 1)[:, None]
    j = np.arange(-j_max, j_max + 1)[None, :]
    r2 = (i * x + j * y) ** 2 + (j / x) ** 2
    return np.sqrt(r2[(r2 > 1e-12) & (r2 <= r_max ** 2)])


def image_sum(shape, power):
    """Sum of r^(-power) over nonzero lattice vectors, by an Ewald split."""
    s = mp.mpf(power) / 2
    total = 1 / (s - 1) - 1 / s
    for r in lengths(shape, 4.0):
        z = mp.pi * mp.mpf(float(r)) ** 2
        total += mp.gammainc(s, z) / z ** s + mp.gammainc(1 - s, z) / z ** (1 - s)
    return float(mp.pi ** s / mp.gamma(s) * total)


def cell_constant(shape, p):
    """Integral minus sum of |g|^p, expressed through the images."""
    factor = -pi ** (-p - 1) * gamma(1 + p / 2) / gamma(-p / 2)
    return factor * image_sum(shape, 2 + p)


def damped_difference(shape, p):
    """Integral minus sum of |g|^p exp(-a g^2), extrapolated to a = 0."""
    values = []
    for a in (0.004, 0.002):
        g = lengths(shape, np.sqrt(38 / a))
        integral = pi * gamma(1 + p / 2) * a ** (-1 - p / 2)
        values.append(integral - np.sum(g ** p * np.exp(-a * g ** 2)))
    return 2 * values[1] - values[0]


def madelung(shape):
    """Self-image constant: v_M = madelung * e^2/(4 pi eps0 sqrt(A))."""
    r = lengths(shape, 5.0)
    return 2 * np.sum(erfc(np.sqrt(pi) * r) / r) - 4


C = {name: cell_constant(shape, 0.5) for name, shape in cells.items()}
C_linear = {name: cell_constant(shape, 1.0) for name, shape in cells.items()}
for name, shape in cells.items():
    assert abs(C[name] - damped_difference(shape, 0.5)) < 2e-5
    assert abs(C_linear[name] - damped_difference(shape, 1.0)) < 2e-5
    assert abs(madelung(shape) + damped_difference(shape, -1.0)) < 2e-5
s = mp.mpf(-1) / 4
beta = mp.mpf(4) ** (-s) * (mp.zeta(s, mp.mpf(1) / 4) - mp.zeta(s, mp.mpf(3) / 4))
C_square_zeta = float(-4 * mp.zeta(s) * beta)
assert abs(C["square"] - C_square_zeta) < 1e-10

# ---------- model gas and the derived formulas in SI units ----------
n = 1.0e20
k_fermi = np.sqrt(2 * pi * n)
v_fermi = hbar * k_fermi / m
r_s = 1 / (np.sqrt(pi * n) * bohr)
S_coefficient = np.sqrt(eps0 * hbar ** 2 / (2 * m * n * e ** 2))


def plasmon(k):
    return np.sqrt(n * e ** 2 * k / (2 * eps0 * m))


def leading(N, c):
    return c * hbar / 2 * np.sqrt(pi * e ** 2 / (eps0 * m)) * n ** 0.75 * N ** -1.25


def next_term(N, c1):
    return -(pi + 2) / 2 * hbar * v_fermi * c1 * np.sqrt(n) * N ** -1.5


# ---------- RPA in atomic units ----------
n_au = n * bohr ** 2
kf = k_fermi * bohr
nodes, weights = np.polynomial.legendre.leggauss(240)
u = (nodes + 1) / 2
freq_map = (u / (1 - u)) ** 2
freq_weight = weights / 2 * 2 * u / (1 - u) ** 3


def minus_chi0(k, w):
    """Minus the Lindhard response at imaginary frequency i w."""
    a = k ** 2 / 2 + 1j * w
    root = np.sqrt(a - k * kf) * np.sqrt(a + k * kf)
    return 2 / pi * np.real(kf ** 2 / (a + root))


def rpa(k):
    """S(k) and the coupling-integrated energy per mode, by quadrature."""
    k = np.atleast_1d(k)[:, None]
    v = 2 * pi / k
    scale = np.sqrt(n_au * k ** 2 * v + (k * kf) ** 2 + k ** 4 / 4)
    response = minus_chi0(k, scale * freq_map)
    w = scale * freq_weight
    S = np.sum(w * response / (1 + v * response), axis=1) / (pi * n_au)
    mode = np.sum(w * np.log1p(v * response), axis=1) / (2 * pi)
    return S, mode


# S(k) lies between its moment bounds and approaches the k^(3/2) law
S_rows = []
for fraction in (0.1, 0.01, 0.001):
    k = fraction * kf
    v = 2 * pi / k
    wp2 = n_au * k ** 2 * v
    S = rpa(k)[0][0]
    static = minus_chi0(k, 1e-13)
    upper = np.sqrt(k ** 2 / 2 * static / (1 + v * static) / (2 * n_au))
    third = wp2 + 0.75 * (kf * k) ** 2 + k ** 4 / 4
    lower = k ** 2 / 2 / np.sqrt(third)
    assert lower < S < upper
    law = S_coefficient * (fraction * k_fermi) ** 1.5
    S_rows.append((fraction, lower / law, S / law, upper / law))
assert abs(S_rows[-1][2] - 1) < 2e-3
# third moment from the high-frequency tail of the RPA response
k = 0.1 * kf
v = 2 * pi / k
third = n_au * k ** 2 * v + 0.75 * (kf * k) ** 2 + k ** 4 / 4
w = 300 * np.sqrt(third)
chi = minus_chi0(k, w) / (1 + v * minus_chi0(k, w))
assert abs((1 - chi * w ** 2 / (n_au * k ** 2)) * w ** 2 / third - 1) < 1e-3

# energy per mode: half a plasmon quantum, then a term linear in k
k = 1e-4
mode = rpa(k)[1][0]
half_quantum = hbar * plasmon(k / bohr) / 2 / hartree
mode_ratio = mode / half_quantum
linear_numeric = (half_quantum - mode) / (kf * k)
linear_formula = (pi + 2) / (4 * pi)
assert abs(mode_ratio - 1) < 0.02
assert abs(linear_numeric / linear_formula - 1) < 0.03

# ---------- finite-cell energies from their definition ----------
# A smooth window removes large k, where the summand is smooth and its sum equals
# its integral up to exponentially small terms; the 2 k_F region is kept.
k_mid, k_width = 3.0 * kf, 0.45 * kf
k_max = k_mid + 6 * k_width
t_grid = np.linspace(0.01, np.sqrt(k_max) * 1.001, 1500)
S_grid, mode_grid = rpa(t_grid ** 2)
S_spline = CubicSpline(t_grid, S_grid / t_grid ** 3)
mode_spline = CubicSpline(t_grid, mode_grid / t_grid)


def summands(k):
    t = np.sqrt(k)
    v = 2 * pi / k
    window = 0.5 * erfc((k - k_mid) / k_width)
    potential = 0.5 * v * (S_spline(t) * t ** 3 - 1) * window
    total = (mode_spline(t) * t / n_au - 0.5 * v) * window
    return potential, total


gx, gw = np.polynomial.legendre.leggauss(10)
edges = np.linspace(0, np.sqrt(k_max), 601)
half = np.diff(edges)[:, None] / 2
t_int = ((edges[:-1, None] + half) + half * gx).ravel()
w_int = (half * gw).ravel() * 2 * t_int * t_int ** 2 / (2 * pi)
infinite = [np.sum(w_int * f) for f in summands(t_int ** 2)]


def direct_error(name, N):
    """Infinite-area minus finite-cell energy per electron (J): potential, total."""
    side = np.sqrt(N / n_au)
    k = 2 * pi / side * lengths(cells[name], k_max * side / (2 * pi))
    image = madelung(cells[name]) / (2 * side)
    finite = [np.sum(f) / side ** 2 + image for f in summands(k)]
    return [(a - b) * hartree for a, b in zip(infinite, finite)]


sizes = [100, 1000, 10000, 100000]
direct = {N: direct_error("square", N) for N in sizes}
c, c1 = C["square"], C_linear["square"]
assert abs(direct[100000][0] / (leading(1e5, c) / 2) - 1) < 0.03
for N in (10000, 100000):
    two_terms = leading(N, c) + next_term(N, c1)
    assert abs(direct[N][1] / two_terms - 1) < 0.025
    assert abs(direct[N][1] - two_terms) < abs(direct[N][1] - leading(N, c))
exponents = [-np.log10(direct[100000][i] / direct[10000][i]) for i in (0, 1)]
assert abs(exponents[0] - 1.25) < 0.03 and abs(exponents[1] - 1.25) < 0.04
shape_ratio = {}
for name in ("hexagonal", "rectangle 4:1"):
    pot, tot = direct_error(name, 100000)
    shape_ratio[name] = pot / (leading(1e5, C[name]) / 2)
    assert abs(shape_ratio[name] - 1) < 0.04
    two_terms = leading(1e5, C[name]) + next_term(1e5, C_linear[name])
    assert abs(tot / two_terms - 1) < 0.04

# ---------- printed numbers ----------
print(f"density n = {n:.3e} m^-2")
print(f"density parameter r_s = {r_s:.4f} (dimensionless)")
print(f"Fermi wave number = {k_fermi:.4e} m^-1")
print(f"Fermi velocity = {v_fermi:.4e} m/s")
print(f"S(k)/k^(3/2) for k -> 0 = {S_coefficient:.4e} m^(3/2)")
for name in cells:
    print(f"{name}: image sum = {image_sum(cells[name], 2.5):.5f}, "
          f"C = {C[name]:.6f}, C1 = {C_linear[name]:.6f}")
print(f"square: C from zeta functions = {C_square_zeta:.6f}")
print(f"square: C from damped sums = {damped_difference(cells['square'], 0.5):.6f}")
print(f"square: Madelung constant = {madelung(cells['square']):.6f}")
print("RPA S(k) and its bounds, each divided by the k^(3/2) law:")
for row in S_rows:
    print("  k/k_F = %.3f: lower %.5f, S %.5f, upper %.5f" % row)
print(f"RPA mode energy / (hbar w_p/2) at k = 1e-4 / bohr: {mode_ratio:.5f}")
print(f"linear term / (hbar v_F k): numeric {linear_numeric:.4f}, "
      f"formula {linear_formula:.4f}")
side = np.sqrt(100 / n)
print(f"square cell, N = 100: side = {side * 1e9:.4f} nm")
print(f"  smallest wave number = {2 * pi / side:.4e} m^-1")
print(f"  its plasmon energy = {hbar * plasmon(2 * pi / side) / meV:.2f} meV")
for name in cells:
    print(f"{name}: prefactor of N^(-5/4) = {leading(1, C[name]) / meV:.2f} meV, "
          f"N = 100: {leading(100, C[name]) / meV:.4f} meV")
print(f"square: prefactor of N^(-5/4) = {leading(1, c) / hartree:.5f} hartree")
print(f"square: prefactor of N^(-3/2) = {next_term(1, c1) / meV:.2f} meV (RPA)")
print("square cell, total error per electron in meV:")
for N in sizes:
    print(f"  N = {N}: leading {leading(N, c) / meV:.6f}, two terms "
          f"{(leading(N, c) + next_term(N, c1)) / meV:.6f}, "
          f"RPA sum {direct[N][1] / meV:.6f}")
print("square cell, potential part per electron in meV:")
for N in sizes:
    print(f"  N = {N}: leading {leading(N, c) / 2 / meV:.6f}, "
          f"RPA sum {direct[N][0] / meV:.6f}")
print(f"local exponent, N = 10000 to 100000: potential {exponents[0]:.4f}, "
      f"total {exponents[1]:.4f}")
for name, ratio in shape_ratio.items():
    print(f"{name}, N = 100000: potential RPA sum / leading = {ratio:.4f}")
print("every check passed")
```

It prints:

```
density n = 1.000e+20 m^-2
density parameter r_s = 1.0662 (dimensionless)
Fermi wave number = 2.5066e+10 m^-1
Fermi velocity = 2.9019e+06 m/s
S(k)/k^(3/2) for k -> 0 = 1.4510e-16 m^(3/2)
square: image sum = 15.23832, C = 0.506046, C1 = 0.228824
hexagonal: image sum = 15.13827, C = 0.502723, C1 = 0.225256
rectangle 4:1: image sum = 24.03015, C = 0.798011, C1 = 0.570509
square: C from zeta functions = 0.506046
square: C from damped sums = 0.506046
square: Madelung constant = -3.900265
RPA S(k) and its bounds, each divided by the k^(3/2) law:
  k/k_F = 0.100: lower 0.95354, S 0.95690, upper 0.96840
  k/k_F = 0.010: lower 0.99506, S 0.99521, upper 0.99670
  k/k_F = 0.001: lower 0.99950, S 0.99951, upper 0.99967
RPA mode energy / (hbar w_p/2) at k = 1e-4 / bohr: 0.99185
linear term / (hbar v_F k): numeric 0.4073, formula 0.4092
square cell, N = 100: side = 1.0000 nm
  smallest wave number = 6.2832e+09 m^-1
  its plasmon energy = 20812.88 meV
square: prefactor of N^(-5/4) = 16652.98 meV, N = 100: 52.6613 meV
hexagonal: prefactor of N^(-5/4) = 16543.64 meV, N = 100: 52.3156 meV
rectangle 4:1: prefactor of N^(-5/4) = 26261.00 meV, N = 100: 83.0446 meV
square: prefactor of N^(-5/4) = 0.61199 hartree
square: prefactor of N^(-3/2) = -11236.03 meV (RPA)
square cell, total error per electron in meV:
  N = 100: leading 52.661339, two terms 41.425314, RPA sum 42.424654
  N = 1000: leading 2.961365, two terms 2.606050, RPA sum 2.604676
  N = 10000: leading 0.166530, two terms 0.155294, RPA sum 0.156653
  N = 100000: leading 0.009365, two terms 0.009009, RPA sum 0.009020
square cell, potential part per electron in meV:
  N = 100: leading 26.330670, RPA sum 25.778167
  N = 1000: leading 1.480682, RPA sum 1.460704
  N = 10000: leading 0.083265, RPA sum 0.083713
  N = 100000: leading 0.004682, RPA sum 0.004683
local exponent, N = 10000 to 100000: potential 1.2523, total 1.2397
hexagonal, N = 100000: potential RPA sum / leading = 0.9998
rectangle 4:1, N = 100000: potential RPA sum / leading = 0.9925
every check passed
```
